\section*{Cutoff, gap and preconditioning in conjugate-gradient Sternheimer solvers}

\section{What the preconditioner setting does}

A linear-response calculation for an insulator solves one Sternheimer equation per occupied state. Let $E_{\rm cut}$ be the largest plane-wave kinetic energy in the basis and $\Delta$ the distance from the occupied level to the lowest empty level. Without preconditioning, and when $E_{\rm cut}$ is much larger in magnitude than the potential and the occupied level, the condition number is
\begin{equation}
\kappa\simeq\frac{E_{\rm cut}}{\Delta},
\label{eq:kappa}
\end{equation}
and conjugate gradients (CG) started from zero reach a relative energy-norm error $\eta$ in at most
\begin{equation}
n=\left\lceil \tfrac12\sqrt{\kappa}\,\ln\frac{2}{\eta}\right\rceil
\label{eq:n}
\end{equation}
iterations. With the kinetic preconditioner $K=(T+\tau)^{-1}$, projected onto the empty states after each use, $\kappa$ is replaced by $\kappa_{\rm pc}$, which obeys
\begin{equation}
\kappa_{\rm pc}\le \max\!\left(1,\frac{V_{\max}-\varepsilon_{\min}}{\tau}\right)
\left(1+\frac{\tau+\varepsilon_v-V_{\min}}{\Delta}\right).
\label{eq:kpc}
\end{equation}
The cutoff is absent from this bound; the gap is not. Preconditioning therefore removes the cutoff from the condition number but not the gap. The iteration count follows the gap fully only when many empty levels near the band edge carry weight; an isolated lowest level costs only a logarithm. Equation~(\ref{eq:n}) is an upper limit, and some right-hand sides converge faster.

\section{The equation being solved}

Hartree atomic units are used. Let $H=T+V$ with $H\psi_w=\varepsilon_w\psi_w$ in the finite basis. The potential is local, has zero mean and satisfies $V_{\min}\le V\le V_{\max}$. The occupied states are assumed to be converged. Let $P_v$ project on all of them and let $P_c=1-P_v$. I treat the highest occupied level $\varepsilon_v$; the lowest is $\varepsilon_{\min}$.

First-order perturbation theory gives
$(H-\varepsilon_v)\psi_v^{(1)}=-(\Delta V-\Delta\varepsilon_v)\psi_v$. Apply $P_c$, which commutes with $H$ and annihilates $\psi_v$. With $x=P_c\psi_v^{(1)}$,
\begin{equation}
Ax=b,\quad A=P_c(H-\varepsilon_v)P_c,\quad b=-P_c\Delta V\psi_v .
\label{eq:st}
\end{equation}
In a self-consistent calculation $\Delta V$ is updated in an outer loop. The counts here refer to one solve at fixed $\Delta V$.

On the empty subspace the eigenvalues of $A$ are $\lambda_c=\varepsilon_c-\varepsilon_v\ge\Delta>0$, so $A$ is positive definite there. On the full space $H-\varepsilon_v$ has the eigenvalue zero and, for lower occupied levels, negative ones. CG needs positivity, which holds on the empty subspace. In exact arithmetic a projected $b$ is enough to keep plain CG there, because $H$ commutes with $P_c$. The projectors in $A$ also stop rounding errors from bringing occupied components back.

If the perturbation carries a wavevector $q$, a state at $k$ couples only to empty states at $k+q$, and $\Delta$ is the distance to those. Among occupied states that couple to the same set of empty states (the same $k$), a lower level has every $\lambda_c$ larger by the same amount. This reduces the ratio of largest to smallest, so the highest of them has the largest $\kappa$. States at different $k$ see different empty states at $k+q$; by (\ref{eq:kappa}) the worst-conditioned equation is then the one with the smallest $\Delta$, which need not belong to the top of the valence band.

\section{Why the condition number follows the cutoff}

The smallest eigenvalue is $\lambda_{\min}=\Delta$. For a normalised empty state, $T\le E_{\rm cut}$ and $V\le V_{\max}$ give $\lambda_{\max}\le E_{\rm cut}+V_{\max}-\varepsilon_v$. For a lower limit, take the highest plane wave as trial state for the top eigenvalue of $H$, which belongs to an empty state. Its kinetic energy is $E_{\rm cut}$ and its potential energy is the mean of $V$, which is zero. Dividing by $\Delta$,
\begin{equation}
\frac{E_{\rm cut}-\varepsilon_v}{\Delta}\le\kappa\le
\frac{E_{\rm cut}+V_{\max}-\varepsilon_v}{\Delta}.
\label{eq:sand}
\end{equation}
When $E_{\rm cut}$ is much larger than $|\varepsilon_v|$ and $V_{\max}$, this is (\ref{eq:kappa}). The large eigenvalues are almost pure kinetic energy and describe short waves, which matter little to the response when the perturbation is smooth.

\section{Where the iteration count comes from}

\subsection{What CG minimises}

Start from $x_0=0$, $r_0=p_0=b$ and repeat
\begin{align}
\alpha_n&=\frac{r_n^\dagger r_n}{p_n^\dagger Ap_n},&
x_{n+1}&=x_n+\alpha_np_n,\nonumber\\
r_{n+1}&=r_n-\alpha_nAp_n,&
p_{n+1}&=r_{n+1}+\beta_np_n,
\end{align}
with $\beta_n=r_{n+1}^\dagger r_{n+1}/r_n^\dagger r_n$. The residuals are mutually orthogonal and the directions satisfy $p_i^\dagger Ap_j=0$ for $i\ne j$. To prove this by induction, assume it up to index $n$. Since $r_j=p_j-\beta_{j-1}p_{j-1}$ (and $r_0=p_0$), $p_n^\dagger Ar_j$ vanishes for $j<n$ and equals $p_n^\dagger Ap_n$ for $j=n$. Hence $r_{n+1}^\dagger r_j=r_n^\dagger r_j-\alpha_np_n^\dagger Ar_j=0$ for all $j\le n$, the case $j=n$ by the choice of $\alpha_n$. Next, $Ap_j=(r_j-r_{j+1})/\alpha_j$ gives $p_{n+1}^\dagger Ap_j=0$ for $j<n$, while for $j=n$
\begin{equation}
p_{n+1}^\dagger Ap_n=-\frac{r_{n+1}^\dagger r_{n+1}}{\alpha_n}
+\beta_n\frac{r_n^\dagger r_n}{\alpha_n}=0 .
\end{equation}

Let $e_n=x-x_n$, so that $r_n=Ae_n$, and let $\|u\|_A^2=u^\dagger Au$ define the energy norm. The first $n$ residuals span the space $\mathcal K_n$ of all polynomials in $A$ of degree below $n$ applied to $b$. For any $y$ in $\mathcal K_n$, the vector $x_n-y$ also lies there and is orthogonal to $r_n$. The cross terms in the square therefore vanish:
\begin{equation}
\|x-y\|_A^2=\|e_n\|_A^2+\|x_n-y\|_A^2 .
\end{equation}
Thus $x_n$ has the smallest energy-norm error in $\mathcal K_n$.

\subsection{The bound}

Any $y$ in $\mathcal K_n$ is $q(A)b=q(A)Ax$, so its error is $R(A)x$ with $R(\lambda)=1-\lambda q(\lambda)$. This is a polynomial of degree at most $n$ with $R(0)=1$. Expand $x=e_0$ in empty eigenstates with coefficients $a_c$. Since CG does at least as well as any such $R$,
\begin{equation}
\|e_n\|_A^2\le\sum_c\lambda_c|a_c|^2R(\lambda_c)^2
\le\max_{[\lambda_{\min},\lambda_{\max}]}R^2\;\|e_0\|_A^2 .
\label{eq:poly}
\end{equation}
Choose the Chebyshev polynomial $T_n$, shifted to the spectral interval:
\begin{equation}
R(\lambda)=\frac{T_n\!\left(\frac{\lambda_{\max}+\lambda_{\min}-2\lambda}{\lambda_{\max}-\lambda_{\min}}\right)}
{T_n\!\left(\frac{\kappa+1}{\kappa-1}\right)} .
\end{equation}
The numerator is at most one in magnitude on the interval. For the denominator set $\cosh\theta=(\kappa+1)/(\kappa-1)$, so that $T_n(\cosh\theta)=\cosh n\theta\ge e^{n\theta}/2$. With $s=\sqrt\kappa$, the value $e^\theta=(s+1)/(s-1)$ is right because
\begin{equation}
\frac12\left(\frac{s+1}{s-1}+\frac{s-1}{s+1}\right)=\frac{s^2+1}{s^2-1}.
\end{equation}
Also $\theta=\ln\frac{s+1}{s-1}=2\left(\frac1s+\frac1{3s^3}+\dots\right)\ge\frac2s$. Therefore
\begin{equation}
\frac{\|e_n\|_A}{\|e_0\|_A}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^{\!n}
\le2e^{-2n/\sqrt\kappa}.
\end{equation}
Requiring the last expression to be at most $\eta$ gives (\ref{eq:n}).

\subsection{When fewer iterations suffice}

The sum in (\ref{eq:poly}) runs over eigenvalues with nonzero weight, not over the whole interval. If only $m$ distinct eigenvalues carry weight, the product of the factors $1-\lambda/\lambda_i$ vanishes on all of them, and CG ends after $m$ steps in exact arithmetic. A single isolated level $\lambda_1=\Delta$ below the rest can be removed by one factor $1-\lambda/\lambda_1$, whose magnitude elsewhere is at most $\kappa-1$. With $\kappa'=\lambda_{\max}/\lambda_2$, the count is then at most
\begin{equation}
1+\left\lceil\tfrac12\sqrt{\kappa'}\ln\frac{2(\kappa-1)}{\eta}\right\rceil .
\end{equation}
One small energy difference thus costs a logarithm, whereas a dense band edge at the same distance can cost the full square root. A smooth right-hand side has little weight at high energy, so $R$ may be larger there, which also saves iterations.

\section{Kinetic preconditioning}

\subsection{The algorithm and its projection}

Let $M=P_cKP_c$, which is positive definite on the empty subspace. Write $x=M^{1/2}\hat x$ and apply CG to
\begin{equation}
M^{1/2}AM^{1/2}\hat x=M^{1/2}b .
\end{equation}
Its residual is $\hat r=M^{1/2}r$, so $\hat r^\dagger\hat r=r^\dagger z$ with $z=Mr=P_cKr$. Multiplying the direction update by $M^{1/2}$ gives $p_{n+1}=z_{n+1}+\beta_np_n$. The only changes to the algorithm are that $z$ replaces $r$ in the directions and $r^\dagger z$ replaces $r^\dagger r$ in $\alpha_n$ and $\beta_n$. The energy norm is unchanged, since $\hat x^\dagger M^{1/2}AM^{1/2}\hat x=x^\dagger Ax$. Equation~(\ref{eq:n}) therefore holds with $\kappa_{\rm pc}=\mu_{\max}/\mu_{\min}$, where $\mu$ denotes the eigenvalues of $M^{1/2}AM^{1/2}$ on the empty subspace.

The projection in $z=P_cKr$ is not automatic even though $r$ is already projected, because $K$ is diagonal in plane waves and does not commute with $P_c$. Without it, the directions acquire occupied components. If the code applies $H-\varepsilon_v$ without projectors, $p^\dagger(H-\varepsilon_v)p$ can then become negative and the step loses its meaning. If it applies the projected $A$, the occupied part is invisible to the residual and stays in the solution. In that case $r^\dagger Kr=r^\dagger P_cKr$ and $Ap=AP_cp$, so the empty part of every iterate is unchanged and one projection at the end removes the rest.

\subsection{Upper edge of the spectrum}

The products $XY$ and $YX$ have the same nonzero eigenvalues. Since $A=P_cA=AP_c$, the values $\mu$ are those of $MA=P_cKA$, hence of $KAP_c=KA$, hence the nonzero ones of $K^{1/2}AK^{1/2}$. Separating the occupied part,
\begin{align}
A&=H-\varepsilon_v+\sum_{w\,{\rm occ}}(\varepsilon_v-\varepsilon_w)|\psi_w\rangle\langle\psi_w|\nonumber\\
&\le H-\varepsilon_v+(\varepsilon_v-\varepsilon_{\min})\le T+V_{\max}-\varepsilon_{\min}.
\end{align}
Here an operator inequality means an inequality of all expectation values. Multiply by $K^{1/2}$ on both sides. The function $(t+V_{\max}-\varepsilon_{\min})/(t+\tau)$ is monotonic in $t\ge0$ and runs from its value at $t=0$ towards 1, so
\begin{equation}
\mu_{\max}\le\max\!\left(1,\frac{V_{\max}-\varepsilon_{\min}}{\tau}\right).
\end{equation}
The sum over $w$ is nonnegative, so $A\ge H-\varepsilon_v$, and the highest plane wave as trial state gives
\begin{equation}
\mu_{\max}\ge\frac{E_{\rm cut}-\varepsilon_v}{E_{\rm cut}+\tau}
=1-\frac{\tau+\varepsilon_v}{E_{\rm cut}+\tau}.
\label{eq:floor}
\end{equation}
High-energy waves, which spoiled the plain solver, now sit near $\mu=1$.

\subsection{Lower edge of the spectrum}

With $x=M^{1/2}\hat x$, the lower edge is the minimum of $x^\dagger Ax/x^\dagger M^{-1}x$ over empty $x$. For empty $x$ and $y$ the Cauchy inequality gives
\begin{equation}
|x^\dagger y|^2\le(x^\dagger K^{-1}x)(y^\dagger Ky).
\end{equation}
Take $y=M^{-1}x$. Then $x^\dagger y$ and $y^\dagger Ky=y^\dagger My$ both equal $x^\dagger M^{-1}x$, so $x^\dagger M^{-1}x\le x^\dagger K^{-1}x$. Next,
\begin{align}
x^\dagger K^{-1}x&=x^\dagger(H-\varepsilon_v)x+x^\dagger(\tau+\varepsilon_v-V)x\nonumber\\
&\le x^\dagger Ax+(\tau+\varepsilon_v-V_{\min})\,x^\dagger x\nonumber\\
&\le\left(1+\frac{\tau+\varepsilon_v-V_{\min}}{\Delta}\right)x^\dagger Ax .
\end{align}
The last step uses $x^\dagger x\le x^\dagger Ax/\Delta$ and $\varepsilon_v\ge V_{\min}$, which holds because $T\ge0$. So $\mu_{\min}$ is at least the inverse of the bracket, and dividing the two edges gives (\ref{eq:kpc}).

The gap dependence is real and not a weakness of the bound. For the normalised lowest empty state $x$, the Cauchy inequality with $M$ gives $1\le(x^\dagger M^{-1}x)(x^\dagger Mx)$, and $x^\dagger Mx\le1/\tau$. Hence $\mu_{\min}\le\Delta/\tau$. At fixed $\tau$ the condition number must grow at least as $1/\Delta$ when the gap closes. This concerns $\kappa_{\rm pc}$, not necessarily the count: if the small eigenvalue $\mu$ is isolated, the one-factor argument above applies to it and the count grows only logarithmically.

\section{A worked case}

The model is a one-dimensional crystal, $V=-2U\cos(2\pi x/a)$, with $a=5$ bohr, one filled band and a periodic supercell of 600 cells. A point perturbation couples all wavevectors. This matters because a single Bloch block here has at most 25 plane waves, and CG would end early for that reason alone. It also makes the conduction-band edge dense, which is the unfavourable case; a solve at one $k$ and one $q$ sees discrete empty levels, and its count can depend far more weakly on $\Delta$ than the tables below show. I take $\tau$ as the kinetic energy of $\psi_v$ and $\eta=10^{-8}$, so $\ln(2/\eta)=19.114$.

For $U=0.1$ hartree and $E_{\rm cut}=123.37$ hartree, the program finds $\varepsilon_v=0.0915$, $\varepsilon_{\min}=-0.0247$, $\Delta=0.1992$ and $\tau=0.2030$ hartree. Then $E_{\rm cut}/\Delta=619.3$, against a true $\kappa=618.9$. Equation~(\ref{eq:n}) gives $\frac12\times24.88\times19.114=237.8$, hence at most 238 iterations; the run takes 234.

With preconditioning, $V_{\max}=-V_{\min}=0.2$ hartree and (\ref{eq:kpc}) gives
\begin{equation}
\frac{0.2247}{0.2030}\left(1+\frac{0.2030+0.0915+0.2}{0.1992}\right)
\simeq1.107\times3.482\simeq3.85 .
\end{equation}
The true value is 2.08. Iteration counts at four cutoffs are as follows; ``smooth'' is plain CG for a Gaussian perturbation of width 2 bohr.

\begin{center}
\begin{tabular}{rrrrr}
$E_{\rm cut}$ (hartree) & plain & smooth & precond. & $\kappa_{\rm pc}$\\
4.93 & 46 & 44 & 11 & 1.988\\
15.99 & 84 & 76 & 11 & 2.056\\
57.05 & 159 & 134 & 11 & 2.076\\
123.37 & 234 & 193 & 11 & 2.080
\end{tabular}
\end{center}

For the point perturbation the fitted exponent of the plain count in $\kappa$ is 0.50. The smooth perturbation needs fewer iterations and its count grows more slowly, but it does not level off in this range. Its last entry depends on rounding in the tiny short-wave components of the occupied states: with those components accurate it is 187 instead of 193. The preconditioned condition number is not constant: it rises by about 5\% and settles. Its lower edge stays at 0.480 while the upper edge climbs from 0.955 to 0.999, as (\ref{eq:floor}) leads one to expect.

The gap is varied by taking $U=0.025$, 0.05, 0.1 and 0.2 hartree, which also changes $V_{\max}$, $V_{\min}$, $\varepsilon_v$ and $\tau$ (still the kinetic energy of $\psi_v$). At $E_{\rm cut}=33.36$ hartree this gives:

\begin{center}
\begin{tabular}{rrrr}
$\Delta$ (hartree) & plain & precond. & $\kappa_{\rm pc}$\\
0.0500 & 242 & 26 & 7.83\\
0.0999 & 171 & 17 & 3.95\\
0.1992 & 121 & 11 & 2.07\\
0.3937 & 87 & 9 & 1.71
\end{tabular}
\end{center}

The plain exponent in $\kappa$ is again 0.50. Between the two smallest gaps $\kappa_{\rm pc}$ nearly doubles as the gap halves. Finally, at the largest cutoff the occupied part of the unprojected vector $Kb$ has 19\% of that vector's norm, so the occupied component that $K$ mixes in is not small. The program asserts (\ref{eq:sand}), (\ref{eq:n}) with and without preconditioning, the two edge bounds behind (\ref{eq:kpc}) and (\ref{eq:floor}). It does not test the isolated-level count, the inequality $\mu_{\min}\le\Delta/\tau$ or other choices of $\tau$.

\section{Choosing the settings}

\paragraph{Preconditioner.} A gain in the condition number is assured when $E_{\rm cut}/\Delta$ well exceeds the right side of (\ref{eq:kpc}), which needs a cutoff much larger than both $\Delta$ and $\tau+\varepsilon_v-V_{\min}$. It removes the growth in the number of iterations; each iteration still costs more in a larger basis.

\paragraph{Energy scale $\tau$.} Let $c=V_{\max}-\varepsilon_{\min}$. For $\tau<c$ the right side of (\ref{eq:kpc}) is $c/\Delta+c[1+(\varepsilon_v-V_{\min})/\Delta]/\tau$, which falls with $\tau$. For $\tau>c$ it rises. The bound, though not necessarily $\kappa_{\rm pc}$ itself, is smallest at $\tau=c$, which is 0.225 hartree in the first worked case. The kinetic energy of the occupied state happened to be close to this at $U=0.1$ hartree. That is not general: for weak $U$, $c$ is about $2U$ while the kinetic energy stays near $(\pi/a)^2/2=0.197$ hartree. The tables use no other $\tau$. The true optimum can lie below $c$: at $U=0.1$ and $E_{\rm cut}=33.36$ hartree, $\kappa_{\rm pc}$ is 2.17 at $\tau=c$ and 1.65 at $\tau=0.1$ hartree. For $\tau\gg E_{\rm cut}$, $K$ is nearly a constant and the plain solver returns.

\paragraph{Stopping threshold.} Programs can monitor the residual but not the error. From $r_n=Ae_n$,
\begin{equation}
\|r_n\|^2\le\lambda_{\max}\|e_n\|_A^2,\qquad
\|e_n\|_A^2=r_n^\dagger A^{-1}r_n\le\frac{\|r_n\|^2}{\lambda_{\min}} .
\end{equation}
Using each inequality at step $n$ and the other at step 0 shows that the relative residual and the relative energy-norm error differ by at most a factor $\sqrt\kappa$ either way. With preconditioning the same holds for $\sqrt{r^\dagger z}$ and $\sqrt{\kappa_{\rm pc}}$. In absolute terms $\|x-x_n\|\le\|r_n\|/\Delta$, so a small gap calls for a tighter residual threshold.

\paragraph{Iteration limit.} To guarantee a relative residual $\rho$, put $\eta=\rho/\sqrt\kappa$ in (\ref{eq:n}); with preconditioning use $\kappa_{\rm pc}$ and $\sqrt{r^\dagger z}$. If the count grows as the square root of the cutoff although the preconditioner is on, check whether $\tau$ is far too large. If it grows as the gap shrinks, that is expected: up to the square root of $1/\Delta$ when a dense band edge carries weight, as in a large supercell, but only logarithmically when the lowest empty level is isolated, as is common at a single $k$ and $q$ in a small cell.

\paragraph{Limits of validity.} In a metal $\Delta\to0$, both condition numbers diverge, and the division into filled and empty states used here must be replaced. Poorly converged occupied states invalidate the commutation of $P_c$ with $H$; converge the ground state first. For a nonlocal pseudopotential, $V_{\min}$ and $V_{\max}$ become the extreme expectation values of the whole potential operator. Bound (\ref{eq:kpc}) then stays independent of cutoff if those values do. Methods with a generalised overlap matrix need a separate analysis.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 5.0 bohr, cells = 600
perturbation centre = 1.50 bohr
smooth perturbation width = 2.0 bohr
energy-norm tolerance = 1e-08, ln(2/tol) = 19.114
CUTOFF SERIES, U = 0.100 hartree
values at the largest cutoff, 123.37 hartree:
  eps_v = 0.09145 hartree
  eps_min = -0.02466 hartree
  gap = 0.19920 hartree
  tau = 0.20295 hartree
  kappa lower, true, upper = 618.86, 618.87, 619.87
  mu_min true, bound = 0.4802, 0.2872
  mu_max true, bound = 0.9987, 1.1069
  preconditioned kappa true, bound = 2.080, 3.854
  final relative residual, plain CG = 1.05e-08
  final relative energy error, plain CG = 9.33e-09
  occupied fraction (norm) in unprojected K b = 0.1948
plain CG, point perturbation (n = iterations):
  Ecut    4.93 hartree, unknowns  3000, Ecut/gap   24.77, kappa   24.33, n 46, bound 48
  Ecut   15.99 hartree, unknowns  5400, Ecut/gap   80.26, kappa   79.81, n 84, bound 86
  Ecut   57.05 hartree, unknowns 10200, Ecut/gap  286.37, kappa  285.92, n 159, bound 162
  Ecut  123.37 hartree, unknowns 15000, Ecut/gap  619.32, kappa  618.87, n 234, bound 238
preconditioned spectral edges (floor = highest-plane-wave estimate):
  Ecut    4.93 hartree, mu_min 0.48030, mu_max 0.95473, floor 0.94270
  Ecut   15.99 hartree, mu_min 0.48021, mu_max 0.98722, floor 0.98182
  Ecut   57.05 hartree, mu_min 0.48021, mu_max 0.99695, floor 0.99486
  Ecut  123.37 hartree, mu_min 0.48021, mu_max 0.99873, floor 0.99762
preconditioned CG, and plain CG for the smooth perturbation:
  Ecut    4.93 hartree, kappa_pc 1.9878, n_pc 11, bound 14, n_smooth 44
  Ecut   15.99 hartree, kappa_pc 2.0558, n_pc 11, bound 14, n_smooth 76
  Ecut   57.05 hartree, kappa_pc 2.0761, n_pc 11, bound 14, n_smooth 134
  Ecut  123.37 hartree, kappa_pc 2.0798, n_pc 11, bound 14, n_smooth 193
fitted exponent of n in kappa, cutoff varied = 0.502
GAP SERIES, Ecut = 33.36 hartree
  U 0.025 hartree, gap 0.04999 hartree, kappa 663.91, n 242, bound 247, kappa_pc 7.829, n_pc 26
  U 0.050 hartree, gap 0.09990 hartree, kappa 332.47, n 171, bound 175, kappa_pc 3.951, n_pc 17
  U 0.100 hartree, gap 0.19920 hartree, kappa 167.01, n 121, bound 124, kappa_pc 2.071, n_pc 11
  U 0.200 hartree, gap 0.39371 hartree, kappa 84.80, n 87, bound 89, kappa_pc 1.707, n_pc 9
fitted exponent of n in kappa, gap varied = 0.498
\end{verbatim}
